# Damping and the Mean Excitation Energy of a Drude Metal: a program that tests the result

```python
# Result under test: for a Drude metal, eps(w) = 1 - wp^2/(w(w + i*gamma)),
# the mean excitation energy I, defined by averaging ln(hbar w) with weight
# w*Im(-1/eps), obeys, with g = gamma/wp < 2,
#   ln(I/(hbar wp)) = g*arccos(g/2)/sqrt(4 - g^2) = pi*g/4 - g^2/4 + ...
# Symbols: x = w/wp, u = ln x, xi = imaginary frequency/wp, tau = memory time*wp,
# v = ion speed, q = wave number (atomic units in the stopping integral).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import digamma


def drude_loss(x, g):
    eps = 1 - 1 / (x * (x + 1j * g))
    return (-1 / eps).imag


def memory_loss(x, g, tau=1.0):
    # causal damping that falls with frequency; its real part equals g at x = 1
    damping = g * (1 + tau**2) / (1 - 1j * x * tau)
    eps = 1 - 1 / (x * (x + 1j * damping))
    return (-1 / eps).imag


def average(loss, g, weight, lo=-30.0, hi=40.0):
    """(2/pi) * integral of x*loss(x)*weight(ln x) dx, integrated over u = ln x."""
    marks = [0.0]
    for width in (g, 10 * g, 100 * g, 3.0):
        marks += [-width, width]
    edges = [lo] + sorted({m for m in marks if lo < m < hi}) + [hi]
    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        total += quad(lambda u: np.exp(2 * u) * loss(np.exp(u), g) * weight(u),
                      a, b, epsabs=1e-13, epsrel=1e-11, limit=300)[0]
    return 2 / np.pi * total


def one(u):
    return 1.0


def log_x(u):
    return u


def closed_form(g):
    return g * np.arccos(g / 2) / np.sqrt(4 - g * g)


# Sum rule, closed form and imaginary-axis form against the definition
for g in (0.01, 0.1, 0.5, 1.0, 1.9):
    assert abs(average(drude_loss, g, one) - 1) < 1e-8
    direct = average(drude_loss, g, log_x)
    assert abs(direct - closed_form(g)) < 1e-8
    axis = g / 2 * quad(lambda xi: 1 / (xi * xi + g * xi + 1), 0, np.inf)[0]
    assert abs(direct - axis) < 1e-7

# Contour rotation at a non-integer power of frequency
s, g = -0.5, 0.7
real_axis = average(drude_loss, g, lambda u: np.exp(s * u))
imag_axis = sum(quad(lambda t: np.exp((2 + s) * t)
                     / (np.exp(2 * t) + g * np.exp(t) + 1), a, b)[0]
                for a, b in ((-40, -5), (-5, 5), (5, 70)))
assert abs(real_axis + 2 / np.pi * np.sin(np.pi * s / 2) * imag_axis) < 1e-7

# First- and second-order coefficients, and the critical-damping limit
g_small = 0.01
small_shift = average(drude_loss, g_small, log_x)
second_coefficient = (small_shift - np.pi * g_small / 4) / g_small**2
assert abs(second_coefficient + 0.25) < 2e-3      # remainder is of order g
critical_shift = average(drude_loss, 2.0, log_x)
assert abs(critical_shift - 1) < 1e-7

# The shift comes mainly from the wings: share from wp/2 < w < 2 wp
ln2 = np.log(2)
share_limit = 4 / np.pi**2 * quad(lambda u: u / np.sinh(u), 1e-12, ln2)[0]
share_direct = (average(drude_loss, 1e-3, log_x, -ln2, ln2)
                / average(drude_loss, 1e-3, log_x))
assert abs(share_direct - share_limit) < 2e-3     # correction is of order g
assert share_direct < 0.5

# Damping that falls with frequency: same width at wp, different shift
assert abs(average(memory_loss, 1e-3, one) - 1) < 1e-7
memory_coefficient = average(memory_loss, 1e-3, log_x) / 1e-3
assert abs(memory_coefficient - 0.5) < 5e-3       # correction is of order g

# Worked example: inputs
plasmon_eV, damping_eV, proton_MeV = 15.0, 0.5, 10.0
core_per_valence, core_I_eV, temperature_K = 10 / 3, 300.0, 300.0
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
rest_MeV = sc.physical_constants["proton mass energy equivalent in MeV"][0]
g = damping_eV / plasmon_eV
wp, gamma = plasmon_eV / hartree_eV, damping_eV / hartree_eV
beta = np.sqrt(1 - 1 / (1 + proton_MeV / rest_MeV)**2)
v = beta / sc.fine_structure
shift = average(drude_loss, g, log_x)
linear_shift = np.pi * g / 4
I_eV = plasmon_eV * np.exp(shift)
transfer_eV = 2 * v * v * hartree_eV
L_undamped = np.log(transfer_eV / plasmon_eV)
L_damped = np.log(transfer_eV / I_eV)
stopping_unit = wp**2 / v**2 * hartree_eV / bohr_nm


def stopping_number(wp, gamma, v):
    """Double integral over q and w for a damped mode wq^2 = wp^2 + q^4/4."""
    log_q = np.linspace(np.log(1e-3 * wp / v), np.log(100 * v), 500001)
    q = np.exp(log_q)
    root = np.sqrt(wp**2 + q**4 / 4 - gamma**2 / 4)
    r1, r2 = -0.5j * gamma + root, -0.5j * gamma - root
    top = q * v
    # exact integral of w*loss from 0 to q*v, by partial fractions
    inner = -(r1 * (np.log(top - r1) - np.log(-r1))
              - r2 * (np.log(top - r2) - np.log(-r2))) / (r1 - r2)
    return 2 / np.pi * np.trapezoid(inner.imag, log_q) if hasattr(
        np, "trapezoid") else 2 / np.pi * np.trapz(inner.imag, log_q)


L_integral = stopping_number(wp, gamma, v)
# allowance: edge terms of order gamma/v^2 and the grid step, both below 2e-4
assert abs(L_integral - L_damped) < 5e-4
assert abs(L_integral - L_undamped) > 0.02        # the test resolves the damping

# Sizes of neglected effects for the same numbers
density = wp**2 / (4 * np.pi)
fermi_speed = (3 * np.pi**2 * density)**(1 / 3)
motion_size = 0.6 * fermi_speed**2 / v**2
bloch = digamma(1.0) - digamma(1 + 1j / v).real
barkas = 1.5 * np.pi * wp / v**3 * L_damped
relativity = -np.log(1 - beta**2) - beta**2
core_ratio = core_per_valence * np.log(transfer_eV / core_I_eV) / L_damped
fermi_eV = fermi_speed**2 / 2 * hartree_eV
thermal_ratio = sc.k * temperature_K / sc.e / fermi_eV
memory_shift = average(memory_loss, g, log_x)
roots = np.roots([-1j, 1, 1j * (1 + 2 * g), -1])   # resonance for tau = 1
memory_peak = np.log(max(roots.real))

print("INPUTS (round model values)")
print(f"plasmon energy hbar*wp = {plasmon_eV:.1f} eV")
print(f"damping hbar*gamma = {damping_eV:.2f} eV")
print(f"proton energy = {proton_MeV:.1f} MeV")
print(f"g = gamma/wp = {g:.5f} (dimensionless)")
print("MEAN EXCITATION ENERGY")
print(f"ln(I/hbar wp), from loss integral = {shift:.6f} (dimensionless)")
print(f"ln(I/hbar wp), closed form = {closed_form(g):.6f} (dimensionless)")
print(f"first-order value pi*g/4 = {linear_shift:.6f} (dimensionless)")
print(f"I = {I_eV:.3f} eV")
print(f"rise of I above hbar*wp = {I_eV - plasmon_eV:.3f} eV")
print(f"second-order coefficient at g=0.01 = {second_coefficient:.4f}")
print(f"ln(I/hbar wp) at g=2 = {critical_shift:.6f} (dimensionless)")
print(f"share of shift from wp/2 to 2wp, g->0 = {100 * share_limit:.1f} %")
print("TABLE: g, exact shift, first-order shift, excess of first order")
for gt in (0.05, 0.1, 0.3, 1.0):
    exact, first = average(drude_loss, gt, log_x), np.pi * gt / 4
    print(f"{gt:.2f}  {exact:.5f}  {first:.5f}  {100 * (first / exact - 1):.1f} %")
print("STOPPING OF THE PROTON BY VALENCE ELECTRONS")
print(f"speed v/c = {beta:.5f} (dimensionless)")
print(f"2 m v^2 = {transfer_eV / 1e3:.3f} keV")
print(f"stopping number without damping = {L_undamped:.4f}")
print(f"stopping number with damping = {L_damped:.4f}")
print(f"stopping number from double integral = {L_integral:.4f}")
print(f"stopping power without damping = {stopping_unit * L_undamped:.4f} eV/nm")
print(f"stopping power with damping = {stopping_unit * L_damped:.4f} eV/nm")
print(f"relative drop = {100 * (1 - L_damped / L_undamped):.3f} %")
print("NEGLECTED EFFECTS (sizes in the stopping number unless stated)")
print(f"assumed core electrons per valence electron = {core_per_valence:.3f}")
print(f"assumed core mean excitation energy = {core_I_eV:.0f} eV")
print(f"core stopping / valence stopping = {core_ratio:.2f} (ratio)")
print(f"electron motion, <ve^2>/v^2 = {motion_size:.5f}")
print(f"Bloch term = {bloch:.5f}")
print(f"Barkas term, leading logarithm = {barkas:.5f}")
print(f"relativistic term = {relativity:.6f}")
print(f"Fermi energy = {fermi_eV:.2f} eV")
print(f"kT/Fermi energy at {temperature_K:.0f} K = {thermal_ratio:.5f} (ratio)")
print(f"shift with falling damping, wp*tau=1 = {memory_shift:.5f}")
print(f"its resonance displacement ln(w/wp) = {memory_peak:.5f}")
print(f"its shift/g at g=0.001 = {memory_coefficient:.4f} (dimensionless)")
print("all assertions hold")
```

Output:

```
INPUTS (round model values)
plasmon energy hbar*wp = 15.0 eV
damping hbar*gamma = 0.50 eV
proton energy = 10.0 MeV
g = gamma/wp = 0.03333 (dimensionless)
MEAN EXCITATION ENERGY
ln(I/hbar wp), from loss integral = 0.025906 (dimensionless)
ln(I/hbar wp), closed form = 0.025906 (dimensionless)
first-order value pi*g/4 = 0.026180 (dimensionless)
I = 15.394 eV
rise of I above hbar*wp = 0.394 eV
second-order coefficient at g=0.01 = -0.2490
ln(I/hbar wp) at g=2 = 1.000000 (dimensionless)
share of shift from wp/2 to 2wp, g->0 = 27.4 %
TABLE: g, exact shift, first-order shift, excess of first order
0.05  0.03866  0.03927  1.6 %
0.10  0.07613  0.07854  3.2 %
0.30  0.21547  0.23562  9.4 %
1.00  0.60460  0.78540  29.9 %
STOPPING OF THE PROTON BY VALENCE ELECTRONS
speed v/c = 0.14484 (dimensionless)
2 m v^2 = 21.441 keV
stopping number without damping = 7.2650
stopping number with damping = 7.2391
stopping number from double integral = 7.2391
stopping power without damping = 2.8814 eV/nm
stopping power with damping = 2.8711 eV/nm
relative drop = 0.357 %
NEGLECTED EFFECTS (sizes in the stopping number unless stated)
assumed core electrons per valence electron = 3.333
assumed core mean excitation energy = 300 eV
core stopping / valence stopping = 1.97 (ratio)
electron motion, <ve^2>/v^2 = 0.00122
Bloch term = -0.00304
Barkas term, leading logarithm = 0.00240
relativistic term = 0.000223
Fermi energy = 10.89 eV
kT/Fermi energy at 300 K = 0.00237 (ratio)
shift with falling damping, wp*tau=1 = 0.01647
its resonance displacement ln(w/wp) = 0.01681
its shift/g at g=0.001 = 0.4998 (dimensionless)
all assertions hold
```
